**Brus confinement formula: Coulomb coefficient and limits of the model**

The program tests the lowest electron–hole pair energy in a hard-walled sphere, E = E_g + ħ²π²/(2μR²) − J e²/(4πε₀εR), with J = 2 − Si(2π)/π + Si(4π)/(2π) = 1.786. Here E_g is the bulk gap, μ the reduced mass, R the radius, ε the dielectric constant and Si the sine integral. It asserts that J agrees with random sampling of the electron–hole distance and with a Fourier integral, and that the kinetic term agrees with finite-difference levels. It also compares a sum over pair states with a variational bound on the second-order Coulomb energy. Separate calculations test the formulas used for surface polarization, finite barriers, band nonparabolicity and heavy–light hole mixing. For the example dot of radius 2.5 nm the output gives a kinetic term of 0.622 eV, a Coulomb term of −0.114 eV and an optical gap of 2.31 eV (537 nm). The largest of the corrections estimated comes from a finite electron barrier, taken as 3 eV, which lowers the electron level by 0.25 eV, more than twice the size of the Coulomb term.

## Check in Python

```python
# Result under test: lowest electron-hole pair energy in a hard-walled sphere,
#   E = Eg + hbar^2 pi^2/(2 mu R^2) - J e^2/(4 pi eps0 eps R),
#   J = 2 - Si(2 pi)/pi + Si(4 pi)/(2 pi), to first order in the attraction.
# Eg: bulk gap; R: radius; mu: reduced mass; eps: dielectric constant.
# Masses are in free-electron masses, energies in eV, lengths in nm.
# The program also sizes the main effects that this formula leaves out.
import numpy as np
from scipy import constants as sc
from scipy.special import sici, spherical_jn, eval_legendre
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq
from sympy import S
from sympy.physics.wigner import clebsch_gordan

pi = np.pi
kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/(2 m0), eV nm^2
coul = sc.e / (4 * pi * sc.epsilon_0) * 1e9         # e^2/(4 pi eps0), eV nm

# Round model parameters
gap, m_e, m_h, m_light = 1.8, 0.12, 0.50, 0.15
eps, eps_out, radius, barrier, temperature = 9.0, 2.0, 2.5, 3.0, 300.0
mu = m_e * m_h / (m_e + m_h)
bohr = 2 * kin * eps / (mu * coul)
rydberg = coul / (2 * eps * bohr)


def first_root(func, start, stop, step=0.01):
    grid = np.arange(start, stop, step)
    vals = func(grid)
    i = np.nonzero(vals[:-1] * vals[1:] < 0)[0][0]
    return brentq(func, grid[i], grid[i + 1])


def bessel_zeros(l, count):
    grid = np.arange(0.5, (count + l / 2 + 2) * pi, 0.05)
    vals = spherical_jn(l, grid)
    idx = np.nonzero(vals[:-1] * vals[1:] < 0)[0][:count]
    assert len(idx) == count
    return np.array([brentq(lambda x: spherical_jn(l, x), grid[i], grid[i + 1])
                     for i in idx])


# ---- Kinetic term: finite-difference levels of each particle ----
def wall_level(mass, l, cells=1500):
    h = radius / cells
    r = h * np.arange(1, cells)
    diag = 2 / h**2 + l * (l + 1) / r**2
    off = -np.ones(cells - 2) / h**2
    return kin / mass * eigh_tridiagonal(diag, off, eigvals_only=True,
                                         select='i', select_range=(0, 0))[0]


e_conf = kin * pi**2 / (m_e * radius**2)
h_conf = kin * pi**2 / (m_h * radius**2)
kinetic = kin * pi**2 / (mu * radius**2)
numeric_kinetic = wall_level(m_e, 0) + wall_level(m_h, 0)
assert abs(numeric_kinetic / kinetic - 1) < 1e-5
p_zero = bessel_zeros(1, 1)[0]
hole_p = kin * p_zero**2 / (m_h * radius**2)
assert abs(wall_level(m_h, 1) / hole_p - 1) < 1e-4 and hole_p > h_conf

# ---- Coulomb integral: closed form, sampling, Fourier integral ----
si2, si4 = sici(2 * pi)[0], sici(4 * pi)[0]
J = 2 - si2 / pi + si4 / (2 * pi)
rng = np.random.default_rng(7)
trial = rng.random(1600000)
trial = trial[rng.random(trial.size) < np.sin(pi * trial)**2]
half = trial.size // 2
x1, x2 = trial[:half], trial[half:2 * half]
cosine = rng.uniform(-1, 1, half)
r12 = np.sqrt(x1**2 + x2**2 - 2 * x1 * x2 * cosine)
J_sample = np.mean(1 / r12)
assert abs(J_sample - J) < 0.012                   # several standard errors
nodes, weights = np.polynomial.legendre.leggauss(400)
x, w = (nodes + 1) / 2, weights / 2
density = 2 * np.sin(pi * x)**2
q, wq = 100 * (nodes + 1), 100 * weights           # wave numbers 0 to 200
form_factor = np.sinc(np.outer(q, x) / pi) @ (w * density)
J_fourier = 2 / pi * np.sum(wq * form_factor**2)
assert abs(J_fourier - J) < 1e-5
coulomb = -J * coul / (eps * radius)
total = gap + kinetic + coulomb

# ---- Second-order Coulomb energy: sum over states and trial bound ----
n_grid = 600
g = (np.arange(n_grid) + 0.5) / n_grid
small, large = np.minimum.outer(g, g), np.maximum.outer(g, g)
p_grid = 2 * np.sin(pi * g)**2 / n_grid
mean_r12 = p_grid @ (large + small**2 / (3 * large)) @ p_grid
assert abs(mean_r12 - np.mean(r12)) < 0.003
bound = -4 * (mean_r12 * J - 1)**2
second = 0.0
for l in range(9):
    z = bessel_zeros(l, 10)
    u = g * spherical_jn(l, np.outer(z, g))
    u /= np.sqrt(np.sum(u**2, axis=1) / n_grid)[:, None]
    f = u * np.sqrt(2) * np.sin(pi * g) / n_grid
    matrix = f @ ((small / large)**l / large) @ f.T
    excite = z**2 - pi**2
    denom = mu / m_e * excite[:, None] + mu / m_h * excite[None, :]
    if l == 0:
        assert abs(matrix[0, 0] - J) < 1e-4
        matrix[0, 0], denom[0, 0] = 0.0, 1.0
    second -= 4 * np.sum(matrix**2 / denom) / (2 * l + 1)
assert second < 0.97 * bound                       # allows for finite basis
assert second > 2 * bound
correlation = second * rydberg

# ---- Surface polarization of a neutral pair ----
def alpha(n):
    return (n + 1) * (eps - eps_out) / (eps * (n * eps + (n + 1) * eps_out))


for n in range(6):                                 # potential matching at r=R
    system = np.array([[1, -1], [eps * n, eps_out * (n + 1)]], float)
    reaction = np.linalg.solve(system, [-1 / eps, n + 1])[0]
    assert abs(reaction - alpha(n)) < 1e-12
moments = [np.sum(w * density * x**(2 * n)) for n in range(301)]
sampled = sum(alpha(n) * np.mean((x1**(2 * n) + x2**(2 * n)) / 2
              - (x1 * x2)**n * eval_legendre(n, cosine)) for n in range(13))
short_sum = sum(alpha(n) * moments[n] for n in range(1, 13))
assert abs(sampled - short_sum) < 5e-4
polarization = coul / radius * sum(alpha(n) * moments[n] for n in range(1, 301))


# ---- Finite barrier, free-electron mass outside ----
def finite_level(mass):
    def mismatch(energy):
        k = np.sqrt(energy * mass / kin)
        kappa = np.sqrt((barrier - energy) / kin)
        return ((k / np.tan(k * radius) - 1 / radius) / mass
                + kappa + 1 / radius)
    top = kin * pi**2 / (mass * radius**2)
    return brentq(mismatch, 1e-6 * top, top * (1 - 1e-9))


def finite_level_grid(mass, inner=2000):
    h = radius / inner
    faces = h * np.arange(2 * inner + 1)
    r = faces[:-1] + h / 2
    face_mass = np.where(np.arange(2 * inner + 1) < inner, mass, 1.0)
    face_mass[inner] = (mass + 1) / 2
    flux = kin * faces**2 / face_mass
    diag = (flux[:-1] + flux[1:]) / (h * r)**2 + barrier * (r > radius)
    off = -flux[1:-1] / (h**2 * r[:-1] * r[1:])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


e_finite, h_finite = finite_level(m_e), finite_level(m_h)
assert abs(finite_level_grid(m_e) / e_finite - 1) < 2e-3
assert abs(finite_level_grid(m_h) / h_finite - 1) < 2e-3

# ---- Nonparabolic conduction band, two-band model ----
e_nonpar = gap / 2 * (np.sqrt(1 + 4 * e_conf / gap) - 1)
coupling = np.sqrt(gap * kin / m_e) * pi / radius
two_band = eigvalsh(np.array([[gap, coupling], [coupling, 0]]))[-1] - gap
assert abs(two_band - e_nonpar) < 1e-10
k_small = 1e-3
edge = eigvalsh(np.array([[gap, np.sqrt(gap * kin / m_e) * k_small],
                          [np.sqrt(gap * kin / m_e) * k_small, 0]]))[-1] - gap
assert abs(edge / (kin * k_small**2 / m_e) - 1) < 1e-4

# ---- Heavy-light hole mixing, even level of angular momentum 3/2 ----
ratio = np.sqrt(m_light / m_h)


def mixing(a):
    return (spherical_jn(0, a) * spherical_jn(2, ratio * a)
            + spherical_jn(2, a) * spherical_jn(0, ratio * a))


spin = S(3) / 2
amp_heavy = float(clebsch_gordan(2, spin, spin, 0, spin, spin)) * np.sqrt(5)
amp_light = float(clebsch_gordan(2, spin, spin, 0, S(1) / 2, S(1) / 2)) * np.sqrt(5)
assert abs(abs(amp_heavy) - 1) < 1e-12 and abs(amp_heavy + amp_light) < 1e-12
mix_root = first_root(mixing, 1.0, 8.0)
h_mixed = kin * mix_root**2 / (m_h * radius**2)
count = 24
k0, k2 = pi * np.arange(1, count + 1), bessel_zeros(2, count)
b0 = spherical_jn(0, np.outer(k0, x))
b2 = spherical_jn(2, np.outer(k2, x))
norm0 = np.sqrt(b0**2 @ (w * x**2))
norm2 = np.sqrt(b2**2 @ (w * x**2))
mean_inv = (1 / m_h + 1 / m_light) / 2
diff_inv = (1 / m_light - 1 / m_h) / 2
image = k0[:, None]**2 * spherical_jn(2, np.outer(k0, x)) / norm0[:, None]
cross = diff_inv * (b2 / norm2[:, None] * w * x**2) @ image.T
ham = np.block([[np.diag(mean_inv * k0**2), cross.T],
                [cross, np.diag(mean_inv * k2**2)]])
h_mixed_matrix = kin / radius**2 * eigvalsh(ham)[0]
assert abs(h_mixed_matrix / h_mixed - 1) < 5e-3    # finite basis

thermal = sc.k * temperature / sc.e
wavelength = sc.h * sc.c / (total * sc.e) * 1e9

print(f"Bulk gap                              {gap:.2f} eV")
print(f"Electron, hole mass                   {m_e:.2f}, {m_h:.2f} m0")
print(f"Reduced mass                          {mu:.4f} m0")
print(f"Dielectric constant in, out           {eps:.1f}, {eps_out:.1f}")
print(f"Dot radius                            {radius:.2f} nm")
print(f"hbar^2/(2 m0)                         {kin:.5f} eV nm^2")
print(f"e^2/(4 pi eps0)                       {coul:.5f} eV nm")
print(f"Exciton Bohr radius                   {bohr:.3f} nm")
print(f"Radius / Bohr radius                  {radius / bohr:.3f}")
print(f"Exciton Rydberg                       {rydberg:.4f} eV")
print(f"Si(2 pi), Si(4 pi)                    {si2:.6f}, {si4:.6f}")
print(f"J closed form                         {J:.6f}")
print(f"J Fourier integral                    {J_fourier:.6f}")
print(f"J random sampling                     {J_sample:.3f}")
print(f"Electron confinement energy           {e_conf:.4f} eV")
print(f"Hole confinement energy               {h_conf:.4f} eV")
print(f"Kinetic term, formula                 {kinetic:.4f} eV")
print(f"Kinetic term, finite differences      {numeric_kinetic:.4f} eV")
print(f"Coulomb term                          {coulomb:.4f} eV")
print(f"Optical gap                           {total:.4f} eV")
print(f"Optical gap as wavelength             {wavelength:.0f} nm")
print("Table: R (nm), kinetic, Coulomb, optical gap (eV)")
for size in (2.0, 2.5, 3.0, 4.0):
    t = kin * pi**2 / (mu * size**2)
    c = -J * coul / (eps * size)
    print(f"  {size:.1f}  {t:.3f}  {c:.3f}  {gap + t + c:.3f}")
print(f"Mean separation <r12>/R               {mean_r12:.4f}")
print(f"Second order, trial bound             {bound:.3f} Ry*")
print(f"Second order, sum over states         {second:.3f} Ry*")
print("Shifts of the optical gap left out by the formula:")
print(f"  Coulomb correlation                 {correlation:+.4f} eV")
print(f"  Surface polarization                {polarization:+.4f} eV")
print(f"  Barrier height, both carriers       {barrier:.1f} eV")
print(f"  Finite barrier, electron            {e_finite - e_conf:+.4f} eV")
print(f"  Finite barrier, hole                {h_finite - h_conf:+.4f} eV")
print(f"  Nonparabolic conduction band        {e_nonpar - e_conf:+.4f} eV")
print(f"  Light-hole mass                     {m_light:.2f} m0")
print(f"  Mixing root k_heavy R               {mix_root:.4f}")
print(f"  Heavy-light hole mixing             {h_mixed - h_conf:+.4f} eV")
print(f"First l=1 root k R                    {p_zero:.4f}")
print(f"Hole spacing l=0 to l=1               {hole_p - h_conf:.4f} eV")
print(f"Thermal energy at {temperature:.0f} K               {thermal:.4f} eV")
print("verified")
```

Output:

```
Bulk gap                              1.80 eV
Electron, hole mass                   0.12, 0.50 m0
Reduced mass                          0.0968 m0
Dielectric constant in, out           9.0, 2.0
Dot radius                            2.50 nm
hbar^2/(2 m0)                         0.03810 eV nm^2
e^2/(4 pi eps0)                       1.43996 eV nm
Exciton Bohr radius                   4.921 nm
Radius / Bohr radius                  0.508
Exciton Rydberg                       0.0163 eV
Si(2 pi), Si(4 pi)                    1.418152, 1.492161
J closed form                         1.786073
J Fourier integral                    1.786073
J random sampling                     1.785
Electron confinement energy           0.5014 eV
Hole confinement energy               0.1203 eV
Kinetic term, formula                 0.6217 eV
Kinetic term, finite differences      0.6217 eV
Coulomb term                          -0.1143 eV
Optical gap                           2.3074 eV
Optical gap as wavelength             537 nm
Table: R (nm), kinetic, Coulomb, optical gap (eV)
  2.0  0.971  -0.143  2.629
  2.5  0.622  -0.114  2.307
  3.0  0.432  -0.095  2.136
  4.0  0.243  -0.071  1.971
Mean separation <r12>/R               0.6993
Second order, trial bound             -0.248 Ry*
Second order, sum over states         -0.316 Ry*
Shifts of the optical gap left out by the formula:
  Coulomb correlation                 -0.0051 eV
  Surface polarization                +0.0336 eV
  Barrier height, both carriers       3.0 eV
  Finite barrier, electron            -0.2519 eV
  Finite barrier, hole                -0.0197 eV
  Nonparabolic conduction band        -0.0928 eV
  Light-hole mass                     0.15 m0
  Mixing root k_heavy R               4.4927
  Heavy-light hole mixing             +0.1258 eV
First l=1 root k R                    4.4934
Hole spacing l=0 to l=1               0.1258 eV
Thermal energy at 300 K               0.0259 eV
verified
```
